# The g-matrix formula for electric spin driving and its two parts: a numerical check

```python
# Result under test (g-matrix formalism of electrically driven spin resonance):
#   H_eff = (1/2) muB sigma.g(V) B,  V = V0 + Vac cos(2 pi f t),  B = B b,
#   h fL = muB B g*, g* = |g b|,   h fR = muB B Vac |g b x g' b| / (2 g*),
#   with g' = dg/dV in the parallel-transport basis of the Kramers doublet.
#   g^T g' = G'/2 + A (G = g^T g, A y = a x y);  g' g^-1 = Sigma + W, W y = w x y,
#   w = g a / det g;  fR = (Vac fL/2)|n x Sigma n + n x (w x n)|, n = g b/g*.
#   Sigma: g-tensor modulation (TMR); W: iso-Zeeman driving (IZ).
# Gaussian units: muB = e hbar/(2 m c), pi = p + eA/c. Energy meV, length nm, B gauss, gate mV.
import numpy as np
from scipy import constants as sc
from scipy.linalg import eigh, expm, polar

e_esu, hb, me, cc = sc.e*sc.c*10, sc.hbar*1e7, sc.m_e*1e3, sc.c*100
meV = sc.e*1e7*1e-3                                # erg
muB = e_esu*hb/(2*me*cc)/meV                       # meV/G
ehc = e_esu/(hb*cc)*1e-14                          # 1/(G nm^2)
hG = 2*np.pi*hb/meV*1e9                            # meV per GHz
assert abs(muB/(sc.physical_constants['Bohr magneton in eV/T'][0]*0.1)-1) < 1e-8
sig = np.array([[[0, 1], [1, 0]], [[0, -1j], [1j, 0]], [[1, 0], [0, -1]]], complex)
I2, Z, nrm, cr = np.eye(2), np.zeros(3), np.linalg.norm, np.cross
dag = lambda X: X.conj().T
sdot = lambda u: np.einsum('i,ijk->jk', u, sig)
axial = lambda A: np.array([A[2, 1], A[0, 2], A[1, 0]])
rel = lambda X, Y: np.max(np.abs(X-Y))/np.max(np.abs(Y))
mr, g0, B0, Vac = 0.02, 10.0, 1000.0, 0.1
t = hb**2/(mr*me)/meV*1e14                         # hbar^2/m*, meV nm^2
b = np.ones(3)/np.sqrt(3)

def osc(N, hw):
    l = np.sqrt(t/hw); a = np.diag(np.sqrt(np.arange(1., N+4)), 1)
    x = l*(a+a.T)/np.sqrt(2); k = (a-a.T)/(1j*np.sqrt(2)*l)
    return [O[:N, :N] for O in (x, k, x@x, k@k, x@x@x@x)]

hw, lso, L1, L2, Nw = 2.0, 100.0, 200.0, 100.0, 40
xw, kw, x2w, k2w, x4w = osc(Nw, hw)
l2 = t/hw
def wire(c1=1., c2=1., quart=0., tilt=0.):
    def H(V, B):
        orb = t*k2w/2 + hw**2/t*x2w/2 - V*(c1*xw/L1 + c2*x2w/L2**2) \
            + quart*hw*x4w/l2**2 - tilt*hw*xw/np.sqrt(l2)
        return np.kron(orb, I2) + t/lso*np.kron(kw, sig[1]) + np.kron(np.eye(Nw), g0*muB*sdot(B)/2)
    return H

hx, hy, lR, lD, eta, N2 = 2.0, 3.0, 120.0, 250.0, 0.02, 12
Lx, Ly, Lxx, Lxy = 200.0, 300.0, 100.0, 150.0
ox, oy, E2 = osc(N2, hx), osc(N2, hy), np.eye(N2)
X, KX, X2, KX2 = [np.kron(O, E2) for O in ox[:4]]
Y, KY, Y2, KY2 = [np.kron(E2, O) for O in oy[:4]]
XY, LZ = X@Y, X@KY - Y@KX
def dot2d(shape=1.):
    def H(V, B):
        be = ehc*B[2]/2; px, py = KX-be*Y, KY+be*X
        orb = t/2*(KX2+KY2+2*be*LZ+be**2*(X2+Y2)) + (hx**2*X2+hy**2*Y2)/(2*t) \
            - V*(X/Lx+Y/Ly+shape*(X2/Lxx**2+XY/Lxy**2))
        aR = t/lR*(1+shape*eta*V)
        return np.kron(orb, I2) + aR*(np.kron(py, sig[0])-np.kron(px, sig[1])) \
            + t/lD*(np.kron(py, sig[1])-np.kron(px, sig[0])) + np.kron(np.eye(N2*N2), g0*muB*sdot(B)/2)
    return H

# H is quadratic in B and linear in V, so these symmetric differences are exact
Mop = lambda H, V: [(H(V, 1e3*u)-H(V, -1e3*u))/2e3 for u in np.eye(3)]
Dop = lambda H, B: (H(1., B)-H(-1., B))/2
gof = lambda K: np.array([[np.trace(sig[i]@K[j]).real/muB for j in range(3)] for i in range(3)])
dh = 1e-3

def analyse(H):
    E, U = eigh(H(0., Z)); P, Q = U[:, :2], U[:, 2:]
    assert E[1]-E[0] < 1e-10 and E[2]-E[1] > 0.5
    M, D = Mop(H, 0.), Dop(H, Z)
    PM, PD = [dag(P)@m@P for m in M], dag(P)@D@P
    assert max(abs(np.trace(m)) for m in PM) < 1e-9*muB
    assert nrm(PD-np.trace(PD)/2*I2) < 1e-10
    dM = [(p-m)/2 for p, m in zip(Mop(H, 1.), Mop(H, -1.))]
    dP = Q@((dag(Q)@D@P)/(E[0]-E[2:])[:, None])
    Ks = [dag(dP)@m@P + dag(P)@m@dP for m in M]
    gp = gof([k+dag(P)@d@P for k, d in zip(Ks, dM)])       # sum over states
    st, gs = [], []
    for s in (1, -1):                                       # re-diagonalise and align
        S = eigh(H(s*dh, Z), subset_by_index=[0, 1])[1]
        u, sv, vh = np.linalg.svd(dag(P)@S); S = S@dag(vh)@dag(u)
        st.append(S); gs.append(gof([dag(S)@m@S for m in Mop(H, s*dh)]))
    assert rel((gs[0]-gs[1])/(2*dh), gp) < 1e-6
    return dict(g=gof(PM), gp=gp, gp_noM=gof(Ks), P=P, st=st, gs=gs, gap=E[2]-E[0])

def split(g, gp):
    T = g.T@gp; Gp, A = T+T.T, (T-T.T)/2; gi = np.linalg.inv(g)
    return g.T@g, Gp, A, gi.T@Gp@gi/2, g@axial(A)/np.linalg.det(g)

def rabi(g, gp, b, B, V):    # GHz: fL, fR, TMR vector, IZ vector
    G, Gp, A, Sg, w = split(g, gp); gs = nrm(g@b); n = g@b/gs; fL = muB*B*gs/hG
    return fL, muB*B*V*nrm(cr(g@b, gp@b))/(2*gs*hG), V*fL/2*cr(n, Sg@n), V*fL/2*cr(n, cr(w, n))

def exact(H, B, V):          # finite-field levels and matrix element
    E, U = eigh(H(0., B), subset_by_index=[0, 1])
    return (E[1]-E[0])/hG, V*abs(U[:, 1].conj()@Dop(H, B)@U[:, 0])/hG

def propagate(H, B, V, n=24):  # one-period propagator, no rotating-wave approximation
    E, U = eigh(H(0., B), subset_by_index=[0, n-1]); E = E-E[0]
    d, W = eigh(dag(U)@Dop(H, B)@U); ns = int(2*np.pi*E[-1]/E[1]/0.5)+1
    dt = 2*np.pi/E[1]/ns; hf = np.exp(-0.5j*E*dt)[:, None]; T = np.eye(n, dtype=complex)
    for j in range(ns):
        ph = np.exp(-1j*d*V*np.cos(E[1]*dt*(j+.5))*dt)[:, None]
        T = hf*(W@(ph*(dag(W)@(hf*T))))
    lam, vec = np.linalg.eig(T)
    i = np.argsort(-(abs(vec[:2])**2).sum(0))[:2]
    x = abs(np.angle(lam[i[0]]/lam[i[1]]))/(2*np.pi)
    return x*E[1]/hG, abs(np.linalg.matrix_power(T, int(round(0.5/x)))[1, 0])**2

def moving(H, P, st, g, B, V):  # fR without and with the connection term in a moving basis
    K = sum(B[j]*(dag(st[0])@p@st[0]-dag(st[1])@m@st[1])/(2*dh)
            for j, (p, m) in enumerate(zip(Mop(H, dh), Mop(H, -dh))))
    C = dag(P)@(st[0]-st[1])/(2*dh); e, u = eigh(muB*sdot(g@B)/2)
    el = lambda O: V*abs(u[:, 1].conj()@O@u[:, 0])/hG
    return el(K), el(K-(e[1]-e[0])*C)

# algebra on random matrices, against 2x2 diagonalisation
rng = np.random.default_rng(1)
for _ in range(20):
    g, gp, u = rng.normal(size=(3, 3)), rng.normal(size=(3, 3)), rng.normal(size=3); u /= nrm(u)
    ev, vv = eigh(muB*sdot(g@u)/2); ref = abs(vv[:, 1].conj()@(muB*sdot(gp@u)/2)@vv[:, 0])/hG
    G, Gp, A, Sg, w = split(g, gp); fL, fR, vT, vI = rabi(g, gp, u, 1., 1.)
    y = cr(G@u, (Gp/2+A)@u)
    assert abs(fL*hG/(ev[1]-ev[0])-1) < 1e-10 and abs(fR/ref-1) < 1e-9 and abs(nrm(vT+vI)/ref-1) < 1e-8
    assert abs(muB*np.sqrt(y@G@y/np.linalg.det(G)/(u@G@u))/(2*hG)/ref-1) < 1e-7
    n = g@u/nrm(g@u); ee = 1e-6
    assert abs((nrm((g+ee*gp)@u)-nrm((g-ee*gp)@u))/(2*ee) - nrm(g@u)*(n@Sg@n)) < 1e-6

# wire dot: closed forms against diagonalisation
gper = g0*np.exp(-l2/lso**2); x0p = t/(hw**2*L1); wy = -2*x0p/lso
dl = t/(hw**2*L2**2); s = -dl*l2/lso**2
gc = np.array([gper, g0, gper]); gst = nrm(gc*b); ny = g0*b[1]/gst
fLc = muB*B0*gst/hG
fI, fT = Vac*fLc/2*abs(wy)*np.sqrt(1-ny**2), Vac*fLc/2*abs(s*ny)*np.sqrt(1-ny**2)
fc = np.hypot(fI, fT)
Hw = wire(); r = analyse(Hw); G, Gp, A, Sg, w = split(r['g'], r['gp'])
assert rel(G, np.diag(gc**2)) < 1e-9 and rel(Gp, np.diag([2*s*gper**2, 0, 2*s*gper**2])) < 1e-8
assert rel(axial(A), np.array([0, gper**2*wy, 0])) < 1e-8
fL, fR, vT, vI = rabi(r['g'], r['gp'], b, B0, Vac)
assert abs(fR/fc-1) < 1e-8 and abs(nrm(vT)/fT-1) < 1e-8 and abs(nrm(vI)/fI-1) < 1e-8
fLe, fRe = exact(Hw, B0*b, Vac); fRt, pf = propagate(Hw, B0*b, Vac)
fIe, fTe = exact(wire(1, 0), B0*b, Vac)[1], exact(wire(0, 1), B0*b, Vac)[1]
# tolerances: several times (Zeeman energy/gap)^2
assert abs(fLe/fLc-1) < 5e-3 and abs(fRe/fc-1) < 5e-3 and abs(fIe/fI-1) < 5e-3 and abs(fTe/fT-1) < 5e-3
assert abs(fRt/fRe-1) < 2e-3 and pf > 0.99
H1 = wire(1, 0); r1 = analyse(H1)
st = [np.kron(expm(-1j*kw*x0p*q*dh), I2)@r1['P'] for q in (1, -1)]
assert nrm(H1(dh, Z)@st[0]-st[0]@(dag(st[0])@H1(dh, Z)@st[0])) < 1e-9
fn, fcn = moving(H1, r1['P'], st, r1['g'], B0*b, Vac)
assert fn < 1e-6*fI and abs(fcn/fI-1) < 1e-6
ra = analyse(wire(1, 0, 0.2, 1.0)); _, Gpa, Aa, _, _ = split(ra['g'], ra['gp'])
anh = abs(Gpa).max()/abs(Aa).max()
assert anh > 1e-2

print(f"muB = {muB*meV:.5e} erg/G = {muB:.5e} meV/G")
print(f"m*/m = {mr}, g0 = {g0}, hbar^2/m* = {t:.1f} meV nm^2, b = (1,1,1)/sqrt3")
print(f"WIRE: hbar w = {hw} meV, lso = {lso} nm, L1 = {L1} nm, L2 = {L2} nm")
print(f"B = {B0} G = {B0*1e-4} T, Vac = {Vac} mV")
print(f"l = {np.sqrt(l2):.3f} nm, l^2/lso^2 = {l2/lso**2:.5f}, gap = {r['gap']:.4f} meV")
print(f"g_perp = {gper:.4f}, g* = {gst:.4f}, n_y = {ny:.5f}, sqrt(1-n_y^2) = {np.sqrt(1-ny**2):.5f}")
print(f"x0' = {x0p:.4f} nm/mV, w_y = {wy:.5f} rad/mV")
print(f"(l^2)'/l^2 = {dl:.5f} 1/mV, s = {s:.5f} 1/mV")
print(f"G'_xx = G'_zz = {Gp[0,0]:.4f} 1/mV, A_zx = {A[2,0]:.4f} 1/mV")
print(f"h fL = {fLc*hG:.5f} meV, (h fL/gap)^2 = {(fLc*hG/r['gap'])**2:.2e}")
print(f"fL formula = {fLc:.4f} GHz, finite-B levels = {fLe:.4f} GHz")
print(f"dfL/dV = {1e3*fLc*s*(1-ny**2):.2f} MHz/mV")
print(f"fIZ formula = {1e3*fI:.3f} MHz, finite-B, linear gate = {1e3*fIe:.3f} MHz")
print(f"fTMR formula = {1e3*fT:.3f} MHz, finite-B, quadratic gate = {1e3*fTe:.3f} MHz")
print(f"fR formula = {1e3*fc:.3f} MHz, finite-B = {1e3*fRe:.3f} MHz")
print(f"fR propagation = {1e3*fRt:.3f} MHz, flip probability = {pf:.4f}")
print(f"pi-pulse time 1/(2 fR) = {0.5/fc:.2f} ns")
print(f"translated basis: naive = {1e3*fn:.3f} MHz, with connection = {1e3*fcn:.3f} MHz")
print(f"anharmonic (0.2 hw x^4/l^4 - hw x/l), linear gate: max|G'|/max|A| = {anh:.3f}")

# 2D dot with orbital field effects
H2 = dot2d(); r = analyse(H2); g, gp = r['g'], r['gp']; G, Gp, A, Sg, w = split(g, gp)
noM = rel(r['gp_noM'], gp); assert noM > 1e-3
lar = lambda V, B: np.diff(eigh(H2(V, B), eigvals_only=True, subset_by_index=[0, 1]))[0]
for u in ([1, 0, 0], [0, 1, 0], [0, 0, 1], [1, 1, 0], [1, 0, 1], [0, 1, 1]):
    u = np.array(u, float); u /= nrm(u)
    p, m = [(lar(q*0.02, 5*u)/(5*muB))**2 for q in (1, -1)]
    assert abs((p-m)/0.04 - u@Gp@u) < 1e-3*abs(Gp).max() and abs((p+m)/2-u@G@u) < 1e-3*abs(G).max()
B2, V2 = 200.0, 0.05
fL, fR, vT, vI = rabi(g, gp, b, B2, V2); fLe, fRe = exact(H2, B2*b, V2)
er2, er1 = fRe/fR-1, exact(H2, B2*b/2, V2)[1]/(fR/2)-1
assert abs(er2) < 1e-2 and abs(er2/er1-4) < 0.2
fRt, pf = propagate(H2, B2*b, V2)
assert abs(fRt/fRe-1) < 2e-3 and pf > 0.99
ctw = np.array([0.3, -0.2, 0.4])
st = [S@expm(-0.5j*q*dh*sdot(ctw)) for S, q in zip(r['st'], (1, -1))]
fn, fcn = moving(H2, r['P'], st, g, B2*b, V2)
assert abs(fn/fR-1) > 0.05 and abs(fcn/fR-1) < 1e-5
R0, S0 = polar(g); (Rp, Sp), (Rm, Sm) = polar(r['gs'][0]), polar(r['gs'][1])
dR, dS = (Rp-Rm)/(2*dh), (Sp-Sm)/(2*dh); com = (S0@dS-dS@S0)/2
assert rel(S0@R0.T@dR@S0+com, A) < 1e-5
rs = analyse(dot2d(0.)); _, Gps, As, _, _ = split(rs['g'], rs['gp'])
assert abs(Gps).max() < 1e-5*abs(As).max()
row = lambda M: ' '.join(f"{M[i,j]:.4f}" for i, j in ((0, 0), (1, 1), (2, 2), (0, 1), (0, 2), (1, 2)))
print(f"2D DOT: hbar wx = {hx} meV, hbar wy = {hy} meV, lR = {lR} nm, lD = {lD} nm")
print(f"gate: Lx, Ly, Lxx, Lxy = {Lx}, {Ly}, {Lxx}, {Lxy} nm, eta = {eta} 1/mV")
print(f"B = {B2} G, Vac = {V2} mV, gap = {r['gap']:.4f} meV, basis {N2}x{N2}x2")
print("G  (xx yy zz xy xz yz) =", row(G))
print("G' (xx yy zz xy xz yz), 1/mV =", row(Gp))
print("a (x y z), 1/mV =", ' '.join(f"{q:.4f}" for q in axial(A)))
print(f"det g = {np.linalg.det(g):.2f}, g* = {nrm(g@b):.4f}, |w| = {nrm(w):.5f} rad/mV")
print(f"fL formula = {fL:.4f} GHz, finite-B levels = {fLe:.4f} GHz")
print(f"fTMR = {1e3*nrm(vT):.4f} MHz, fIZ = {1e3*nrm(vI):.4f} MHz")
print(f"cosine between TMR and IZ vectors = {vT@vI/nrm(vT)/nrm(vI):.4f}")
print(f"fR formula = {1e3*fR:.4f} MHz, finite-B = {1e3*fRe:.4f} MHz")
print(f"fR propagation = {1e3*fRt:.4f} MHz, flip probability = {pf:.4f}")
print(f"relative error at B/2 = {er1:.3e}, at B = {er2:.3e}, ratio = {er2/er1:.3f}")
print(f"twist c = {ctw} rad/mV: naive = {1e3*fn:.4f} MHz, corrected = {1e3*fcn:.4f} MHz")
print(f"relative change of g' on dropping dM/dV = {noM:.3f}")
print(f"max|[S,S']/2| = {abs(com).max():.4f} 1/mV, max|A| = {abs(A).max():.4f} 1/mV")
print(f"uniform-field gate: max|G'|/max|A| = {abs(Gps).max()/abs(As).max():.1e}")
print("ALL CHECKS PASSED")
```

Running it gives:

```
muB = 9.27401e-21 erg/G = 5.78838e-06 meV/G
m*/m = 0.02, g0 = 10.0, hbar^2/m* = 3810.0 meV nm^2, b = (1,1,1)/sqrt3
WIRE: hbar w = 2.0 meV, lso = 100.0 nm, L1 = 200.0 nm, L2 = 100.0 nm
B = 1000.0 G = 0.1 T, Vac = 0.1 mV
l = 43.646 nm, l^2/lso^2 = 0.19050, gap = 2.0000 meV
g_perp = 8.2655, g* = 8.8814, n_y = 0.65007, sqrt(1-n_y^2) = 0.75987
x0' = 4.7625 nm/mV, w_y = -0.09525 rad/mV
(l^2)'/l^2 = 0.09525 1/mV, s = -0.01814 1/mV
G'_xx = G'_zz = -2.4793 1/mV, A_zx = 6.5073 1/mV
h fL = 0.05141 meV, (h fL/gap)^2 = 6.61e-04
fL formula = 12.4306 GHz, finite-B levels = 12.4297 GHz
dfL/dV = -130.24 MHz/mV
fIZ formula = 44.985 MHz, finite-B, linear gate = 45.008 MHz
fTMR formula = 5.571 MHz, finite-B, quadratic gate = 5.571 MHz
fR formula = 45.328 MHz, finite-B = 45.351 MHz
fR propagation = 45.362 MHz, flip probability = 0.9998
pi-pulse time 1/(2 fR) = 11.03 ns
translated basis: naive = 0.000 MHz, with connection = 44.985 MHz
anharmonic (0.2 hw x^4/l^4 - hw x/l), linear gate: max|G'|/max|A| = 0.118
2D DOT: hbar wx = 2.0 meV, hbar wy = 3.0 meV, lR = 120.0 nm, lD = 250.0 nm
gate: Lx, Ly, Lxx, Lxy = 200.0, 300.0, 100.0, 150.0 nm, eta = 0.02 1/mV
B = 200.0 G, Vac = 0.05 mV, gap = 1.9790 meV, basis 12x12x2
G  (xx yy zz xy xz yz) = 76.9489 81.6193 2.0502 16.5582 0.0000 0.0000
G' (xx yy zz xy xz yz), 1/mV = -1.9589 -0.5029 -1.6982 0.7188 -0.0000 -0.0000
a (x y z), 1/mV = 0.1618 0.7555 -0.0330
det g = 110.97, g* = 8.0361, |w| = 0.06539 rad/mV
fL formula = 2.2495 GHz, finite-B levels = 2.2495 GHz
fTMR = 2.3829 MHz, fIZ = 1.7224 MHz
cosine between TMR and IZ vectors = 0.9483
fR formula = 4.0532 MHz, finite-B = 4.0530 MHz
fR propagation = 4.0531 MHz, flip probability = 1.0000
relative error at B/2 = -1.756e-05, at B = -7.025e-05, ratio = 4.000
twist c = [ 0.3 -0.2  0.4] rad/mV: naive = 24.7085 MHz, corrected = 4.0532 MHz
relative change of g' on dropping dM/dV = 0.575
max|[S,S']/2| = 0.0331 1/mV, max|A| = 0.7555 1/mV
uniform-field gate: max|G'|/max|A| = 3.9e-14
ALL CHECKS PASSED
```
